# Canonical and Local Costs of Density-Fitted Exact Exchange

## Question

How many multiplications does one build of the density-fitted exchange matrix take when the occupied orbitals are canonical, and how does that number grow with the size of the system? If the orbitals are localized and each is given its own small fitting domain, how does the cost grow, how large must the domains be, and at what size does the local method begin to pay?

## Answer

### The exchange matrix and its fit

Take a closed-shell Hartree–Fock state with $O$ doubly occupied real orbitals, expanded in $N$ basis functions as $i(\mathbf r)=\sum_\nu C_{\nu i}\,\nu(\mathbf r)$. In atomic units the exchange matrix is

$$K_{\mu\nu}=\sum_i(\mu i|\nu i),\qquad (f|g)=\iint\frac{f(\mathbf r)\,g(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r' .$$

With $D=CC^T$, the exchange energy is $E_x=-\sum_{\mu\nu}D_{\mu\nu}K_{\mu\nu}=-\sum_{ij}(ij|ij)$.

Density fitting replaces each product $\mu(\mathbf r)i(\mathbf r)$ by a combination $\sum_P c_P\,P(\mathbf r)$ of $X$ fitting functions. Let $\Delta_\mu$ be the residual, $J_{PQ}=(P|Q)$ and $v_{\mu,P}=(P|\mu i)$, with the label $i$ suppressed. The coefficients are chosen to minimize the Coulomb self-energy of the residual,

$$(\Delta_\mu|\Delta_\mu)=(\mu i|\mu i)-2\,c_\mu^Tv_\mu+c_\mu^TJc_\mu .$$

Setting the derivative with respect to $c_\mu$ to zero gives $Jc_\mu=v_\mu$. The fitted integral is then $c_\mu^TJc_\nu=v_\mu^TJ^{-1}v_\nu$.

Its error follows by expanding the Coulomb interaction of two residuals:

$$(\Delta_\mu|\Delta_\nu)=(\mu i|\nu i)-c_\mu^Tv_\nu-v_\mu^Tc_\nu+c_\mu^TJc_\nu .$$

Because $c=J^{-1}v$, each of the last three terms has magnitude $v_\mu^TJ^{-1}v_\nu$. Their signs are $-,-,+$, so

$$(\mu i|\nu i)-v_\mu^TJ^{-1}v_\nu=(\Delta_\mu|\Delta_\nu).\tag{1}$$

The error is thus quadratic in the residuals. It is also positive semidefinite as a matrix in $\mu\nu$: for any numbers $y_\mu$, the sum $\sum_{\mu\nu}y_\mu y_\nu(\Delta_\mu|\Delta_\nu)$ is the self-energy of the charge $\sum_\mu y_\mu\Delta_\mu$, which cannot be negative. Since $D$ is positive semidefinite too, fitting alone makes $E_x$ less negative or leaves it unchanged.

### Counting the canonical build

Factorize the metric as $J=GG^T$ with $G$ lower triangular, and define $b_\mu=G^{-1}v_\mu$. Then $v_\mu^TJ^{-1}v_\nu=b_\mu^Tb_\nu$. Given the integrals $(\mu\nu|P)$, the build has four steps. I count multiplications, leaving out the less numerous divisions and square roots.

**Half-transformation.** The sum $(P|\mu i)=\sum_\nu(\mu\nu|P)C_{\nu i}$ has $N$ terms for each of $ONX$ results, which costs $ON^2X$.

**Factorization.** Number the columns of $G$ from $j=0$. Column $j$ has $X-j$ entries, each corrected by a sum of $j$ products. The cost is

$$\sum_{j=0}^{X-1}j(X-j)=\frac{X^2(X-1)}2-\frac{(X-1)X(2X-1)}6=\frac{X^3-X}6 ,$$

paid once for all orbitals.

**Triangular solve.** Row $p$ of the solution needs $p$ products for each of $ON$ right-hand sides, so the cost is $ONX(X-1)/2$.

**Assembly.** The sum $K_{\mu\nu}=\sum_{iP}b_{\mu i,P}\,b_{\nu i,P}$ has $OX$ terms for each of $N^2$ elements, again $ON^2X$. Using the symmetry of $K$ would halve this; I keep the full count.

Two steps therefore cost $ON^2X$, but the solve is larger than either of them by a factor of about $X/(2N)$. The statement that the whole build is of order $ON^2X$ is correct as a scaling law, with $X/N$ held fixed. It becomes correct term by term if the solve is removed from the repeated work. To do that, $G^{-1}$ is applied once to the integrals $(\mu\nu|P)$, at a cost of about $N^2X^2/4$ for the distinct pairs $\mu\nu$. The result is stored, and each later build needs only the half-transformation and the assembly.

For $n$ equal units with one occupied orbital, $b$ basis functions and $x$ fitting functions each, we have $O=n$, $N=bn$ and $X=xn$. Dropping terms smaller by a factor of order $1/X$, the first build costs

$$T_{\rm can}=a\,n^4+f\,n^3,\qquad a=2b^2x+\tfrac12bx^2,\quad f=\tfrac16x^3 .\tag{2}$$

Sparsity of the basis does not remove the fourth power. A product $\mu\nu$ of distant Gaussians is negligible, so each $\mu$ needs only a bounded number of $\nu$ in the half-transformation, and that step becomes cubic. But a canonical orbital of an extended system spreads over all of it. Every $\mu$ then overlaps every $i$, and the solve and the assembly stay quartic.

### What localization changes

The canonical orbitals may be replaced by $C'=CU$ with $U$ orthogonal. The matrix

$$K_{\mu\nu}=\sum_{\lambda\sigma}D_{\lambda\sigma}(\mu\lambda|\nu\sigma)$$

contains the orbitals only through $D$, and $C'C'^T=CUU^TC^T=D$. So $K$ is unchanged. The same holds for the fitted matrix as long as all orbitals use the same fitting set.

For a chain along $z$, a suitable $U$ comes from one diagonalization. The total spread along the chain is

$$\sum_i\left[\langle i|z^2|i\rangle-\langle i|z|i\rangle^2\right].$$

The first sum is a trace and does not depend on $U$. The sum of squares of all elements $Z_{ij}=\langle i|z|j\rangle$ does not depend on $U$ either, so $\sum_iZ_{ii}^2$ is largest when the off-diagonal elements vanish. The eigenvectors of $Z$ therefore minimize the spread.

Assume now that the localized orbitals decay exponentially, as they can in a chain with an energy gap. Three sets can then be restricted for each orbital:

- The support holds the $S_i$ basis functions whose coefficients in $i$ are kept.
- The row domain holds the $N_i$ functions $\mu$ that overlap $i$ appreciably. Outside it the product $\mu i$ is negligible, and so is the contribution of $i$ to $K_{\mu\nu}$.
- The fitting domain holds the $X_i$ functions used to represent the products $\mu i$.

The third restriction needs a separate argument, because the integral $(P|\mu i)$ falls off only as a power of distance when $P$ and $\mu i$ both carry charge. A distant $P$ can be dropped not because its integral is small, but because it has little left to describe. By (1), the most that any further fitting functions can recover is the self-energy of the residual, and nearby functions already make that small.

Both factors of $(\mu i|\nu i)$ contain the same $i$ and therefore use the same domain, so (1) holds within each domain. Enlarging a domain can only help: the residual of $\sum_\mu y_\mu\,\mu i$ is a minimum over the domain's functions, and a minimum over a larger set is not higher. Restricting the support or the rows carries no such bound, and the error from those cuts can have either sign.

### Counting the local build

The four steps are unchanged, but each orbital now has its own small metric:

$$T_{\rm loc}\simeq\sum_i\left[X_iN_iS_i+\tfrac16X_i^3+\tfrac12N_iX_i^2+N_i^2X_i\right].$$

If the domains stay bounded as the system grows, every term in the bracket is bounded, and each of the four steps is proportional to $O$. So is the number of integrals, since $\mu$, $\nu$ and $P$ must all lie near a common orbital. For domains of $D$ units,

$$T_{\rm loc}\simeq n\,(a+f)\,D^3 .\tag{3}$$

The fourth power has not vanished altogether. Three of its factors have moved from the length of the system to the size of a domain. The count covers the exchange build alone: diagonalizing the Fock matrix or $Z$ by dense algebra remains cubic.

### How large the domains must be

Consider a chain of H$_2$ molecules lying along the chain axis, with bond length 0.75 Å and repeat distance 2.20 Å. These are chosen round values, not an optimized structure. The level is restricted Hartree–Fock in the 6-31G basis with the cc-pVDZ-JKFIT fitting set, so correlation and the basis-set error are left out. Each molecule brings one occupied orbital, $b=4$ and $x=46$.

For 24 molecules the gap between the highest occupied and lowest empty orbital is 17.35 eV. The exchange energy is −17.976 eV per molecule, and the full fit makes it less negative by 0.05 meV per molecule, relative to four-index integrals in the same basis. These values are not converged in the basis: for 12 molecules the gap is 17.57 eV in 6-31G, 17.35 eV in 6-311G and 17.45 eV in cc-pVDZ, and the exchange energy per molecule is −17.96, −18.00 and −18.16 eV.

In the middle of this chain, symmetrically orthogonalized basis functions assign the following weights of a localized orbital to one molecule at a given distance, averaged over the two sides:

| Distance in cells | Weight |
|---|---|
| 0 | 0.981 |
| 1 | $9.1\times10^{-3}$ |
| 2 | $3.6\times10^{-4}$ |
| 3 | $2.0\times10^{-5}$ |
| 4 | $1.8\times10^{-6}$ |

In this basis each step lowers the weight by at least a factor of 11. The weights depend on the basis: at distance 1 they are $1.2\times10^{-2}$ in 6-311G and $1.6\times10^{-2}$ in cc-pVDZ. The factor is not constant over this range, so these five values do not fix a decay length.

Let all three sets extend $m$ molecules to each side of the home molecule, so that $D=2m+1$ in the interior. The domain error is the exchange energy with domains minus that of the full fit, for the same orbitals.

Orbitals near a chain end have other surroundings than those in the interior, and so a different error, while deep in the interior all orbitals are alike. The total error of a long chain is therefore a term proportional to $n$ plus a constant from the ends, and the mean error per molecule drifts with $n$. The error per added molecule is free of the constant. For $m=4$ the mean errors at 18 and 24 molecules are −0.0267 and −0.0286 meV, which gives

$$\frac{24(-0.0286)-18(-0.0267)}{6}\ \text{meV}=-0.034\ \text{meV}.$$

The same procedure for other half-widths gives:

| $m$ | Error per added molecule (meV) |
|---|---|
| 0 | −1975 |
| 1 | 10.47 |
| 2 | −1.71 |
| 3 | 0.124 |
| 4 | −0.034 |
| 5 | 0.001 |

Lengthening the chain from 12 to 18 molecules gives the same values to the digits shown. This is the property that linear scaling needs: a fixed domain produces a fixed error per unit of length. For a target of 0.10 meV per added molecule, $m=4$ is the smallest sufficient half-width in both cases. The domain reaches $4\times2.20=8.8$ Å to each side and contains $D=9$ molecules. This size, and the alternating sign, belong to the 6-31G basis. Lengthening the chain from 12 to 14 molecules, the errors for $m=1$ to 5 are −13.9, 1.33, −0.49, −0.006 and −0.025 meV in cc-pVDZ, where $m=4$ still suffices, but −36.9, −26.1, −5.6, −3.8 and −1.6 meV in 6-311G, where even $m=5$ misses the target by a factor of 16. The domain size must be found anew for each basis, and the costs and break-even lengths below hold for 6-31G with $D=9$.

The alternating sign cannot come from the fit, whose error is never negative here. Applying one restriction at a time to the chain of 12 molecules, with $m=4$, gives −0.028 meV per molecule for the support, −0.001 meV for the rows and +0.001 meV for the fit. The cut orbital tails dominate at this width. The three cuts together give −0.023 meV, so their effects do not simply add. Equal half-widths are a simplification, not the cheapest choice: keeping $m=4$ for the support but $m=3$ for the rows and the fit gives 0.05 meV per added molecule, still within the target, at about half the interior cost counted below.

An energy per molecule is a mild measure. The largest error of a single element of $K$ at $m=4$ is 2.0 meV for 24 molecules. How such errors would shift a self-consistent solution is not determined here, since the orbitals were held fixed.

Canonical orbitals do not tolerate the same treatment. Centring the nine-molecule domain in the chain of 24 leaves an error of 11.1 eV per molecule, 62% of the exchange energy, when 15 of 24 molecules (63%) lie outside. With 12 molecules, leaving out a single end molecule costs 1.40 eV per molecule.

### How large the saving is

For 24 molecules, $O=24$, $N=96$ and $X=1104$. The canonical half-transformation takes $24\times96^2\times1104=2.44\times10^8$ multiplications. The local counts below use $m=4$ and include the smaller domains at the chain ends.

| Step | Canonical | Local |
|---|---|---|
| Half-transformation | $2.44\times10^8$ | $1.03\times10^7$ |
| Factorization | $2.24\times10^8$ | $2.28\times10^8$ |
| Solve | $1.40\times10^9$ | $5.93\times10^7$ |
| Assembly | $2.44\times10^8$ | $1.03\times10^7$ |
| Total | $2.12\times10^9$ | $3.08\times10^8$ |

The canonical solve exceeds the half-transformation by a factor of 5.7, in line with $X/(2N)=5.75$. The local method gains nothing in the factorization at this length: 24 small metrics cost slightly more than one large one, and they make up 74% of the local total. The first build is cheaper by a factor of 6.9.

The metric depends on the geometry and not on the orbital coefficients. While the domains stay the same, the factors can be stored, with memory linear in $n$. If both methods reuse their factors, the ratio for later builds is 23.6. The canonical method can instead store the transformed integrals described earlier, which removes its solve from later builds. Compared with local builds that store only their factors and still carry out the solve, the ratio is then 6.1.

The local total for 18 molecules is $2.12\times10^8$, so each added molecule costs

$$\frac{(3.08-2.12)\times10^8}{6}=1.60\times10^7 .$$

Equation (3) gives the same number. With $a=1472+4232=5704$ and $f=16\,223$, the interior cost per orbital is $21\,927\times9^3=1.60\times10^7$.

A logarithmic slope between these two lengths is nevertheless 1.30, not 1. The chain ends subtract a constant, so $T_{\rm loc}=\alpha n-\beta$, and its local exponent $\alpha n/(\alpha n-\beta)$ approaches 1 from above. The canonical slope is 3.88, slightly below 4 because of the cubic term in (2).

### Where the local method begins to pay

Equating (2) and (3) and dividing by $n$ gives the break-even length for a first build:

$$a\,n^3+f\,n^2=(a+f)\,D^3 .$$

For $D=9$ the solution is $n=13.2$ molecules. Summing the actual domains, which are smaller near the ends, moves the break-even to 11 molecules. If both methods have their factors stored, the terms in $f$ drop out and the interior estimate is $n=D$. The domain size thus sets the scale of the break-even, while $f/a$ changes it moderately.

Going from $m=4$ to $m=5$ raises the interior cost by $(11/9)^3=1.8$ and lowers the error per added molecule from 0.034 to 0.001 meV in magnitude. This drop is the largest among the steps beyond $m=1$ and should not be taken as typical: at $m=6$ the error is −0.001 meV, no smaller in magnitude. The errors alternate in sign, and the steps from $m=1$ to $m=4$ lower the magnitude only by factors of about 6, 14 and 3.6, at cost factors of 4.6, 2.7 and 2.1.

Three dimensions are less forgiving. Suppose, as a model, that the same $a$ and $f$ apply to a block of units and that a domain is a cube with nine units along each edge. Then $D=9^3=729$. For such large $n$ the term $f n^2$ is small beside $an^3$, and

$$n\simeq D\left(1+\frac fa\right)^{1/3}=729\times1.57\approx1100 .$$

This is an interior estimate, and in a block of that size nearly every domain is cut by a face. For a cube the domain size is a product of three edge lengths $d$, so $T_{\rm loc}=(a+f)\left(\sum d^3\right)^3$, with the sum taken along one edge. For an edge of 8 units, $\sum d^3=2392$ and $T_{\rm loc}=3.0\times10^{14}$, against $3.9\times10^{14}$ from (2). For an edge of 7 units, $\sum d^3=1711$ and the local count of $1.1\times10^{14}$ exceeds the canonical $0.8\times10^{14}$. A finite block therefore breaks even between 343 and 512 units. The scaling is still linear, but for such a block it sets in only when the edge is well beyond the domain edge. Compact orbitals and tight selection of domains therefore matter much more in a solid than in a chain. These are operation counts, not running times: small matrices usually run at a lower arithmetic rate than large ones, which would delay the break-even.

### When the domains do not stay small

The argument rests on domains that stop growing. A half-filled tight-binding chain with alternating nearest-neighbour hoppings shows what happens without a gap. I localized its occupied states by diagonalizing the projected position and counted the sites needed to hold all but $10^{-4}$ of a central orbital's weight.

With a hopping ratio of 0.4 the infinite chain has a gap, and the count is 10 sites for chains of both 120 and 240 sites. With equal hoppings the infinite chain is metallic, and the count rises from 103 to 194.

Over this range the metallic domain grows nearly in proportion to the chain. As long as it does, inserting $D\propto n$ into (3) gives $T_{\rm loc}\propto n^4$, the canonical law again. For a fixed threshold the growth does end, but very late. In the limit of a long metallic chain the central localized orbital is centred midway between two sites (orbitals away from the centre are shifted, by up to about a quarter of a site spacing near the ends), and its weight on a site at distance $x$, in site spacings, is $1/(\pi^2x^2)$. The weight beyond a distance $R$ on both sides is then about $2/(\pi^2R)$, which falls to $10^{-4}$ only at $R\approx2000$. The domain is bounded at about 4000 sites, too large to be of practical help, and a ten times tighter threshold makes it ten times larger. A small gap is an intermediate case: the cost becomes linear once the system is longer than the orbital tails, and the cube of the domain size decides whether that regime is within reach. Very diffuse basis functions can act in the same direction, because they may overlap a compact orbital from far away and so enlarge its row domain.

All numerical values are calculated from the stated model.
